Sand's Transition Time for Plating from an Unsupported Binary Salt

**First half: from two ionic fluxes to the transition time**

A plating calculation at constant current must decide how long the current may flow before the metal ion runs out at the cathode. The answer fixes the length of a single current pulse into a uniform bath, or the time at which a simulation has to admit a second electrode reaction. Before any number can be worked out, two entries must be chosen: a diffusivity, and the part of the current that counts against the dissolved salt. With a large excess of inert electrolyte, these are the metal ion's own diffusivity and the whole current. Without inert electrolyte they are the ambipolar diffusivity of the salt and the fraction of the current that the anions carry in the bulk. For the bath worked out below, the first choice gives 0.73 s and the second 2.69 s, at the same metal concentration and current density. Changing the diffusivity but keeping the whole current would give 0.79 s, and keeping the metal ion's diffusivity but counting only the anions' fraction would give 2.48 s. In this bath the fraction makes most of the difference, and only both changes together give 2.69 s.

**Setting and conventions.** The cathode is the plane x = 0 and the liquid fills x > 0. A flux N is positive when it points into the liquid. The cation has charge number z and the anion has charge number −w, with z and w both positive. Their concentrations are c₊ and c₋, and their diffusivities are D₊ and D₋. The symbol i is the magnitude of the cathodic current density. Positive charge flows toward the cathode, so the current density along +x is −i. The Faraday constant is F, the gas constant R and the temperature T. Potentials are measured in units of RT/F, and E is the electric field in those units per length. A prime denotes ∂/∂x.

The assumptions are these.

(A1) The salt is fully dissociated and dilute. D₊ and D₋ are constant, and each ion's mobility follows from its diffusivity by the Einstein relation.

(A2) No other ions are present in an amount that matters.

(A3) The liquid is at rest and everything varies along x alone. The liquid is deep enough that the concentration far from the cathode keeps its initial value.

(A4) From t = 0 the current density is constant. All of it deposits the cation, and the anion neither reacts nor enters the metal.

(A5) The liquid is electrically neutral at every point:

z c₊ = w c₋

The initial cation concentration is c₀. It is the concentration of metal ions, which differs from the concentration of formula units when a formula unit contains more than one cation.

**Theorem.** Define

S = zD₊ + wD₋

D = D₊D₋(z + w)/S

t₊ = zD₊/S,  t₋ = wD₋/S

Under (A1) to (A5), the cation concentration at the cathode falls as

c₊(0,t) = c₀[1 − √(t/τ)]

and reaches zero for the first time at

τ = πD [zFc₀/(2 i t₋)]²

Until then the concentration is positive throughout the liquid.

The proof first removes the electric field from the two flux equations, then finds the slope of the concentration at the wall, and finally solves a diffusion problem with that slope prescribed.

**Lemma 1 (the field).** Under (A1) to (A5),

z c₊ E = [−i/F + z(D₊ − D₋)c₊′]/S

*Proof.* Each ion diffuses down its concentration gradient and drifts in the field. The cation drifts along E and the anion against it:

N₊ = −D₊c₊′ + zD₊c₊E

N₋ = −D₋c₋′ − wD₋c₋E

The electric current density is F(zN₊ − wN₋). Charge conservation says that its x-derivative equals minus the rate of change of the charge density. That density is zero by (A5), so the current density is the same at every x. At the cathode it is −i, hence everywhere

zN₊ − wN₋ = −i/F

Insert the two fluxes:

−zD₊c₊′ + z²D₊c₊E + wD₋c₋′ + w²D₋c₋E = −i/F

Neutrality gives wc₋ = zc₊ and therefore wc₋′ = zc₊′. The third term becomes zD₋c₊′. The fourth becomes wD₋(wc₋)E = wzD₋c₊E. Collecting terms,

−z(D₊ − D₋)c₊′ + z c₊(zD₊ + wD₋)E = −i/F

The bracket multiplying E is S. Moving the gradient term to the right and dividing by S proves the lemma. ∎

The field has two parts. The part containing i is the ohmic field, which drives the current through the liquid. The other part exists even at zero current. It holds back the faster ion and pulls the slower one along, so that a diffusing salt stays neutral.

**Lemma 2 (one diffusion equation).** Under the same assumptions,

N₊ = −Dc₊′ − t₊ i/(zF)

∂c₊/∂t = D ∂²c₊/∂x²

*Proof.* Put Lemma 1 into the drift term of N₊:

N₊ = −D₊c₊′ + (D₊/S)[−i/F + z(D₊ − D₋)c₊′]

The current term is −D₊i/(SF). Since D₊/S = t₊/z, it equals −t₊i/(zF). The gradient terms combine to

−(D₊/S)[S − zD₊ + zD₋]c₊′

Because S − zD₊ = wD₋, the bracket is (w + z)D₋, and the coefficient of −c₊′ is D₊D₋(z + w)/S = D. This is the first statement.

Conservation of cations reads ∂c₊/∂t = −∂N₊/∂x. The term t₊i/(zF) does not depend on x, because t₊ is constant by (A1) and i is uniform. It therefore drops out of the derivative, which leaves the diffusion equation. ∎

**Remark 1 (meaning of D and t₋).** Where the concentration is uniform, Lemma 2 gives N₊ = −t₊i/(zF). The cations there carry the fraction t₊ of the current, and the anions carry the rest, t₋ = 1 − t₊. These are the transference numbers of the bulk salt.

The ambipolar diffusivity lies between the two ionic ones. To see this, write it as a weighted mean of reciprocals:

1/D = [z/(z + w)](1/D₋) + [w/(z + w)](1/D₊)

This follows from S/(D₊D₋) = z/D₋ + w/D₊. If D₊ = D₋, then D equals their common value and the gradient part of the field vanishes. If one ion is much slower than the other, D is set by the slow ion: for D₋ much smaller than D₊ it tends to D₋(z + w)/z.

The current has disappeared from the diffusion equation, but not from the problem. It enters through the condition at the wall.

**Lemma 3 (the slope at the cathode).** Under (A1) to (A5),

c₊′(0,t) = G,  G = t₋ i/(zFD)

*Proof.* By (A4) the whole current at the wall is carried by depositing cations, so N₊(0,t) = −i/(zF). Lemma 2 at x = 0 then says

−i/(zF) = −Dc₊′ − t₊i/(zF)

Dc₊′ = (1 − t₊) i/(zF) = t₋ i/(zF)

and division by D gives G. ∎

The same slope follows from the anions alone, without Lemma 2. They do not cross the wall, so N₋ = 0 there and c₋′ = −wc₋E. By neutrality c₊ is proportional to c₋, hence c₊′ = −wc₊E, or c₊E = −c₊′/w. The cation flux becomes

N₊ = −D₊c₊′ − (z/w)D₊c₊′ = −D₊(1 + z/w)c₊′

Setting this equal to −i/(zF) gives

G = i/[zFD₊(1 + z/w)]

The two forms agree because

D/t₋ = [D₊D₋(z + w)/S]·[S/(wD₋)] = D₊(1 + z/w)

**Remark 2 (why an anion property appears).** No anion reacts, and yet t₋ sets the slope. In the bulk the field moves anions away from the cathode. Since none are produced at the wall, the liquid near it loses anions, and by neutrality it loses cations as well. The resulting concentration gradient, at the wall itself, brings anions back by diffusion as fast as the field removes them. The loss from the layer as a whole does not stop, and the layer keeps growing into the liquid. For the cations, migration from the bulk supplies the fraction t₊ of what the electrode consumes. The remaining fraction t₋ is taken from the salt stored near the wall.

**Lemma 4 (diffusion with a prescribed slope).** Let θ = c₀ − c₊ be the missing cation concentration, and let η = x/(2√(Dt)). Then

θ(x,t) = 2G√(Dt) ierfc(η)

ierfc(η) = exp(−η²)/√π − η erfc(η)

where erfc(η) is 2/√π times the integral of exp(−s²) from s = η to infinity.

*Proof.* The function θ obeys the diffusion equation, is zero at t = 0 and far from the wall, and has slope −G at x = 0. The half-space offers no length except √(Dt), and θ/G is a length, so try

θ = 2G√(Dt) f(η)

Since ∂η/∂x = 1/(2√(Dt)) and ∂η/∂t = −η/(2t),

∂θ/∂x = G f′(η)

∂²θ/∂x² = G f″(η)/(2√(Dt))

∂θ/∂t = G√(D/t)[f − ηf′]

Here the primes on f are derivatives with respect to η. The diffusion equation becomes f − ηf′ = f″/2, or

f″ + 2ηf′ − 2f = 0

Differentiate once. The terms +2f′ and −2f′ cancel, and q = f′ obeys q″ + 2ηq′ = 0. Hence q′ = A exp(−η²) with a constant A. The wall slope requires q(0) = −1, and decay at large η requires q to vanish there. Both hold for

f′ = q = −erfc(η),  f″ = 2 exp(−η²)/√π

The equation for f now gives f without another integration:

f = f″/2 + ηf′ = exp(−η²)/√π − η erfc(η)

For η > 0 this lies between zero and exp(−η²)/√π: it decreases toward zero, and the subtracted term is positive. It therefore vanishes far from the wall, and also at any fixed x > 0 as t → 0, as required.

No second decaying solution exists. The difference d of two solutions would start from zero and have zero slope at the wall. Multiplying its diffusion equation by d and integrating by parts over x shows that the integral of d²/2 changes at the rate −D∫(d′)²dx, which cannot be positive. The integral starts at zero and cannot be negative, so d = 0. ∎

**Proof of the theorem.** At the wall η = 0 and ierfc(0) = 1/√π. Lemma 4 with the slope of Lemma 3 gives

c₊(0,t) = c₀ − 2G√(Dt/π) = c₀ − [2t₋i/(zF)]√(t/(πD))

In the last step √D in the numerator and D in the denominator, which comes from G, leave one factor 1/√D. The surface concentration decreases steadily and vanishes when

√τ = zFc₀√(πD)/(2 i t₋)

Squaring gives τ. Dividing the fall in concentration at time t by c₀, its value at τ, gives √(t/τ), which is the stated law. Finally, ∂c₊/∂x = G erfc(η) is positive, so the wall is the place of lowest concentration. As long as the surface value is positive, so is the concentration everywhere else. ∎

**Remark 3 (scaling).** With the salt and temperature held fixed, the theorem makes i√τ proportional to c₀ and independent of the current. Doubling the current shortens τ fourfold, so the charge iτ that can be passed before depletion is halved.

**Second half: salt balance, a worked bath and the limits of the model**

The cathode is at x = 0, and i is the magnitude of the current density. The cation and anion have charge numbers z and −w and diffusivities D₊ and D₋, and c₀ is the initial cation concentration. With S = zD₊ + wD₋, the first half gave the ambipolar diffusivity D = D₊D₋(z + w)/S, the transference numbers t₊ = zD₊/S and t₋ = wD₋/S, and the wall slope G = t₋i/(zFD). The neutral, still and semi-infinite liquid has

c₊(x,t) = c₀ − 2G√(Dt) ierfc[x/(2√(Dt))]

τ = πD [zFc₀/(2 i t₋)]²

The identity D/t₋ = D₊(1 + z/w) is also used. Potentials are in units of RT/F.

**Proposition 1 (salt balance).** Per unit area, the cations missing from the liquid at time t amount to t₋it/(zF).

*Proof.* The electrode removes i/(zF) per unit time. Far away the concentration is uniform, and migration brings in t₊i/(zF). The difference is (1 − t₊)i/(zF) = t₋i/(zF), which is constant in time. ∎

**Remark 4 (a very slow anion).** If D₋ tends to zero, so does t₋, and D is then proportional to D₋. The combination D/t₋² grows as 1/D₋, and τ grows without limit: the cations carry nearly all the current in the bulk and resupply the wall by migration. The depleted layer does not become thicker, however. Its length scale at the transition is

ℓ = √(Dτ) = (√π/2)(D/t₋)(zFc₀/i) = (√π/2)D₊(1 + z/w)zFc₀/i

which does not contain D₋.

**Proposition 2 (comparison with excess support).** Suppose an inert electrolyte carries the current so well that the drift of the metal ion is negligible, while c₀, D₊ and i stay the same. Then the transition time is

τ_s = πD₊[zFc₀/(2i)]²

and τ/τ_s = (1 + z/w)/t₋.

*Proof.* Without drift N₊ = −D₊c₊′, so the wall slope is i/(zFD₊). Lemma 4 applies with D₊ for D and this slope for G, and the surface concentration vanishes at τ_s. The ratio is D/(D₊t₋²). Replacing D/t₋ by D₊(1 + z/w) gives the result. ∎

Since t₋ is less than one, the ratio exceeds 1 + z/w. In this comparison the unsupported bath lasts longer, because the field that drives its current also brings metal ions to the cathode.

**Worked example.** Take a univalent metal nitrate at 298.15 K without added electrolyte, with rough typical values: c₀ = 0.050 mol/L, D₊ = 1.60×10⁻⁵ cm²/s and D₋ = 1.90×10⁻⁵ cm²/s. The current density is 20 mA/cm². With z = w = 1,

t₋ = 1.90/(1.60 + 1.90) = 0.543

D = 2 × 1.60 × 1.90/(1.60 + 1.90) × 10⁻⁵ = 1.737×10⁻⁵ cm²/s

zFc₀ = 4.824 C/cm³

zFc₀/(2it₋) = 4.824/(2 × 0.020 × 0.5429) = 222 s/cm

τ = π × 1.737×10⁻⁵ × 222² = 2.69 s

The depletion length ℓ is 68 µm, and the charge passed is 54 mC/cm². With ideal support the time would be 0.731 s. The ratio is 2/0.543 = 3.68.

**Numerical tests.** The cation balance was integrated on a grid, with the anion concentration set by neutrality and the field found from the two separate ionic fluxes and the imposed current, so neither D nor t₋ entered. In scaled units with c₀ = 1 and J = i/(zFc₀), the cases (z, w, D₊, D₋, J) were (2, 1, 0.7, 2.0, 2.0), (2, 1, 0.7, 2.0, 4.0), (1, 2, 1.0, 0.5, 1.5) and (2, 2, 0.7, 1.0, 1.5). The largest error in the depletion time was 5×10⁻⁵ of the value from the theorem. At half the transition time, the profile differed from Lemma 4 by at most 2×10⁻⁵ of c₀, and the salt balance held to rounding error. For the nitrate bath, the same method gave 2.694 s, and 0.731 s with the field switched off.

**Remark 5 (the voltage near τ).** Let X be a fixed point in the liquid and V the potential there minus that at the wall. Lemma 1, integrated from 0 to X, gives

V = [i/(zFS)]∫dx/c₊ − [(D₊ − D₋)/S] ln[c₊(X)/c₊(0)]

Near the wall c₊ is c₊(0) + Gx, up to a term of order x² that adds only a finite amount to the integral. The integral therefore grows as (1/G) ln[c₀/c₊(0)]. Its prefactor is

i/(zFSG) = D/(St₋) = D₊(z + w)/(wS)

Subtracting the coefficient of the second logarithm,

[D₊(z + w) − w(D₊ − D₋)]/(wS) = (zD₊ + wD₋)/(wS) = 1/w

Hence, apart from a part that stays finite as t approaches τ,

V = −(1/w) ln[1 − √(t/τ)]

In volts the right side is multiplied by RT/F. The neutral model thus predicts a logarithmic divergence of the voltage across the liquid. The electrode reaction adds its own overpotential, which is not described here.

**Remark 6 (where neutrality fails).** Poisson's equation replaces (A5) by

λ²E′ = (zc₊ − wc₋)/c₀,  λ² = εRT/(F²c₀)

with ε the permittivity of the liquid. At t = τ the neutral concentration is about Gx near the wall. Both charge terms are then of order c₀x/ℓ, and the field is of order 1/x. Neutrality is lost where λ²/x² is comparable with x/ℓ, that is, at

x/ℓ of order (λ/ℓ)^(2/3)

The concentration there, relative to c₀, is of the same order.

This was examined for the nitrate's diffusivities with an imposed cation flux and zero electric field at the wall. At t = τ/4 and λ/ℓ = 0.001, the surface concentration was 0.4991c₀, against 0.5c₀ in the neutral model. At t = τ it came out negative: −0.0069c₀ for λ/ℓ = 0.001 and −0.0175c₀ for λ/ℓ = 0.004. The magnitudes follow the power 0.675, close to 2/3, but a negative concentration is not a physical state.

The sign has a simple cause. With no field at the wall, the imposed flux must be carried by diffusion alone, which needs the slope i/(zFD₊). By the second form of G this is 1 + z/w times the neutral slope. Within the charged layer the cation profile therefore dips below the neutral one, and when the neutral surface value has fallen to zero the dip carries it below zero. An uncharged wall with a fixed cation flux thus stops being an admissible model slightly before τ. Its continuation to τ and beyond says nothing about a real cathode.

For the bath itself, with a relative permittivity of about 78, λ is 1.9 nm and λ/ℓ is 2.8×10⁻⁵. Scaling with the power 2/3 gives a dip of about 6×10⁻⁴c₀. Close to τ the neutral surface value is c₀(τ − t)/(2τ), so the cations reach zero early by a time of order 0.1 % of τ. This is an order of magnitude for the idealized wall and a strictly binary salt. In water a trace of hydrogen ions matters more: at pH 5.6, with H⁺ treated as a non-reacting ion in a neutral liquid, the anion concentration at the wall is still about 6×10⁻³c₀ when the metal ion runs out, ten times this dip. A real cathode carries surface charge, and its reaction rate depends on the surface concentration.

**Remark 7 (non-ideal salt).** In a non-ideal solution the driving force for diffusion is the gradient of the chemical potential. It multiplies D by 1 + d ln γ/d ln c, where γ is the mean activity coefficient. For a 1:1 salt the extended Debye–Hückel law is

ln γ = −Bκ/[2(1 + κa)]

with B the Bjerrum length, κ the inverse Debye length and a the ion size. Since κ grows as √c, d ln γ/d ln c is half of d ln γ/d ln κ, and the factor is

1 − Bκ/[4(1 + κa)²]

With a = 0.4 nm it equals 0.922 at 0.050 mol/L. Scaling D by this value, with t₋ held fixed, lowers τ from 2.69 to 2.48 s. The factor rises toward one as the layer empties, so using its bulk value throughout overstates this correction: with the factor taken at the local concentration, τ is about 2.55 s. Both values depend on the assumed ion size: for a from 0.25 to 0.6 nm they run from 2.44 to 2.52 s and from 2.53 to 2.57 s. Changes of ionic mobility with concentration are not included.

**Remark 8 (flow at a vertical cathode).** Depleted liquid is lighter here and rises along a vertical cathode. Let the density rise by a fraction β per unit concentration, and let ν be the kinematic viscosity and g the acceleration of gravity. A steady balance of viscosity and buoyancy reads νu″ = −gβθ, with u = 0 at the wall and u′ = 0 far away. Integrating twice gives the speed outside the layer as (gβ/ν)∫xθdx. At t = τ, θ = c₀√π ierfc[x/(2ℓ)]. Two integrations by parts give ∫s ierfc(s)ds = 1/(6√π) from zero to infinity, so the speed is

u = (2/3)gβc₀Dτ/ν

Liquid starting from rest moves more slowly, so this is an upper estimate. For β = 0.14 L/mol and ν = 0.0090 cm²/s, both rough, it is 0.24 mm/s. The estimate grows as t^(3/2), so the distance travelled by τ is (2/5)uτ, or 0.26 mm. On a cathode 10 mm tall, the disturbance from the lower edge would then reach about 3 % of the height. Much slower depletion would leave time for flow to matter.

**Remark 9 (smaller effects and the cell).** Charging a double layer of 20 µF/cm² by 0.5 V takes 0.02 % of the charge passed. Joule heating of the bulk is 0.04 K by τ; the hotter depleted layer was not treated separately. A bath 10 K warmer, with an assumed activation energy of 17 kJ/mol for both diffusivities and all else fixed, has τ = 3.37 s.

An electrode gap L of 5 mm is 73 times ℓ, so the cathode layer ends far from the anode. At low current this changes. If the anode dissolves and replaces the metal, a steady state has the uniform slope G. Its mean concentration is still c₀, and its cathode value is c₀ − GL/2. This is positive if

i < 2zFDc₀/(t₋L)

For this gap the bound is 0.62 mA/cm². Below it a still cell settles without depletion, and the semi-infinite formula does not apply. The formula also fails just above the bound: at 0.64 mA/cm² the cathode runs out after about 4600 s instead of the 2600 s it predicts. Settling takes times of order L²/(π²D), about 1500 s here, while the buoyant flow of Remark 8, started from rest at 0.62 mA/cm² between two vertical electrodes with no slip at either, carries the fastest liquid more than 10 mm in about a minute, so this bound describes the diffusion model and not such a cell.

**Comparison with real baths.** The example is a still bath that contains only the metal salt. A real bath may also contain a conducting acid or salt, complexing agents and additives, and it may be stirred. Added conducting electrolyte breaks (A2): with ideal support and the same c₀, D₊ and i, the model time drops from 2.69 to 0.73 s. Small amounts already count, because an inert cation accumulates at the cathode. With non-reacting H⁺ (diffusivity 9.3×10⁻⁵ cm²/s) added as the acid of the same anion, τ falls by about 1 % at pH 5.6, 9 % at pH 4 and 26 % at pH 3, roughly twice the square root of the ratio of H⁺ to metal ion. Complexing can change both the charge and the diffusivity of the metal-bearing ion, and the formula must not then be used with the values for the free ion. Stirring can limit the growth of the depleted layer and prevent the transition. For a first pulse in a still, unsupported bath of uniform concentration, τ is the depletion limit of this model. In a pulse train the depletion left by earlier pulses adds up: in the example, pulses of 2 s with 8 s pauses exhaust the surface during the second pulse. Even for a single pulse τ is only a depletion limit. It does not guarantee a smooth deposit up to that time, since roughness and side reactions were left out.

Computed values

```
worst depletion-time error, four test salts/currents: 5.1e-05
worst profile error / c0: 1.9e-05
worst relative salt-balance error: 1.1e-15
temperature: 298.15 K
cation charge z = 1, anion charge number w = 1
cation concentration c0: 0.050 mol/L
cation diffusivity: 1.60e-05 cm2/s
anion diffusivity: 1.90e-05 cm2/s
current density: 20.0 mA/cm2
ambipolar diffusivity D: 1.7371e-05 cm2/s
anion transference number: 0.5429
z F c0: 4.8243 C/cm3
Sand time from formula: 2.694 s
Sand time from two-ion simulation: 2.694 s
i sqrt(tau): 32.83 mA s^0.5/cm2
depletion length sqrt(D tau): 68.4 um
charge passed by tau: 53.87 mC/cm2
Sand time with ideal excess support: 0.731 s
field-free simulation: 0.731 s
ratio unsupported/supported: 3.684
Poisson run, scaled lambda: 0.001 and 0.004
surface c/c0 at 0.25 tau, smaller lambda: 0.4991
surface c/c0 at tau, smaller lambda: -0.0069
surface c/c0 at tau, larger lambda: -0.0175
fitted exponent of residue in lambda: 0.675
voltage at 0.9 tau, smaller lambda: 230 mV
voltage at 1.0 tau, smaller lambda: 286 mV
voltage at 1.1 tau, smaller lambda: 829 mV
relative permittivity input: 78.4
electrostatic length lambda, example: 1.92 nm
lambda/sqrt(D tau), example: 2.81e-05
estimated surface c/c0 at tau, example: -6.35e-04
estimated relative blur of tau: -0.13 %
ion size input: 0.4 nm
thermodynamic factor at c0: 0.922
tau with D scaled by that factor: 2.48 s
density coefficient input: 0.14 L/mol
kinematic viscosity input: 0.0090 cm2/s
buoyant speed at tau, upper estimate: 0.238 mm/s
buoyant rise by tau, upper estimate: 0.256 mm
double-layer charge (20 uF/cm2, 0.5 V): 10.0 uC/cm2
double-layer share of charge: 0.019 %
bulk conductivity: 6.57 mS/cm
bulk Joule heating by tau: 0.039 K
diffusion activation energy input: 17 kJ/mol
tau in a bath 10 K warmer: 3.37 s
electrode gap: 5.0 mm
gap/sqrt(D tau): 73
```
